# Free-path accumulation of heat conduction in a two-dimensional Debye solid: test program

```python
"""Free-path accumulation of heat conduction in a classical 2D Debye solid.

Result under test, for one branch of an infinite sheet:
    K(cut) = K0 * (1/2) * ln(cut / path_min),   K0 = kB / (4 pi A)
K        : sheet conductivity of modes with free path <= cut (W/K)
A        : scattering coefficient, relaxation rate = A * frequency**2 (s)
path_min : free path at the Debye frequency, v / (A * w_debye**2)
v        : sound velocity; kB is the heat capacity of each mode.
Division by a nominal thickness turns K into W/(m K).
All frequencies are angular. Internal units are SI.
"""
import numpy as np
from scipy.constants import k as kB, hbar
from scipy.integrate import quad
from scipy.optimize import brentq

# Rough values in the regime of monolayer MoS2
lattice = 0.316e-9
thickness = 0.65e-9
v = 5.0e3
A = 3.0e-16
branches = 2
temperature = 300.0
cut = 1.0e-6
flexural_b = 0.7e-6       # flexural branch: w = b k^2, in m^2/s
defect_ratio = 0.5        # cubic rate / quadratic rate at w_debye

cell_area = np.sqrt(3) / 2 * lattice**2
k_debye = np.sqrt(4 * np.pi / cell_area)
w_debye = v * k_debye
path_min = v / (A * w_debye**2)
unit = branches * kB / (4 * np.pi * A) / thickness   # all branches, W/(m K)


def law(path):
    """Derived accumulation law in W/(m K)."""
    return unit * 0.5 * np.log(path / path_min)


def integrate(function, low, high):
    return quad(function, low, high, epsabs=0, epsrel=1e-9, limit=500)[0]


def low_frequency(path, coefficient=A):
    """Frequency, in units of w_debye, whose free path equals path."""
    def mismatch(s):
        w = w_debye * np.exp(s)
        return np.log(v / (coefficient * w**2) / path)
    return np.exp(brentq(mismatch, -30, 1, xtol=1e-13))


def quadratic_rate(w):
    return A * w**2


def classical(w):
    return 1.0


def quantum(w):
    half = hbar * w / (2 * kB * temperature)
    return (half / np.sinh(half))**2


def conductivity(u_low, rate=quadratic_rate, heat=classical):
    """Kinetic integral over frequency from u_low*w_debye to w_debye."""
    def integrand(u):
        w = u * w_debye
        modes = w / (2 * np.pi * v**2)
        return 0.5 * kB * heat(w) * modes * v**2 / rate(w) * w_debye
    return branches * integrate(integrand, u_low, 1.0) / thickness


def mode_sum(m, path=np.inf):
    """Sum over discrete modes of a periodic square sheet, k_debye = m steps."""
    side = 2 * np.pi * m / k_debye
    n = np.arange(-m, m + 1) * (2 * np.pi / side)
    kx, ky = np.meshgrid(n, n, indexing="ij")
    k2 = kx**2 + ky**2
    keep = (k2 > 0) & (k2 <= k_debye**2 * (1 + 1e-12))
    kx, k2 = kx[keep], k2[keep]
    tau = 1 / (A * v**2 * k2)
    keep = v * tau <= path
    vx2 = v**2 * kx[keep]**2 / k2[keep]
    return side, branches * kB * np.sum(vx2 * tau[keep]) / side**2 / thickness


# Prefactor, angular average and the half: explicit modes against the law
_, kappa_modes = mode_sum(1000, cut)
kappa = law(cut)
assert abs(kappa_modes / kappa - 1) < 3e-3   # discreteness of the mode grid

# Without a free-path limit the mode sum keeps growing with the sheet
boxes = [mode_sum(m) for m in (250, 500, 1000)]
growth = [boxes[i + 1][1] - boxes[i][1] for i in range(2)]
for step in growth:
    assert abs(step / (unit * np.log(2)) - 1) < 5e-3

# Accumulation law over many decades, by quadrature
table_paths = [1e-8, 1e-7, 1e-6, 1e-5, 1e-4]
table = [conductivity(low_frequency(p)) for p in table_paths]
for p, value in zip(table_paths, table):
    assert abs(value / law(p) - 1) < 1e-6
per_decade = table[3] - table[2]
assert abs(per_decade / (unit * np.log(10) / 2) - 1) < 1e-6

# Free path needed to double the conductivity
double_path = cut**2 / path_min
doubled = conductivity(low_frequency(double_path))
assert abs(doubled / kappa - 2) < 1e-6

# Three dimensions: mode density ~ w^2, same scattering law, saturates
u_cut = low_frequency(cut)


def bulk_integrand(u):
    return u**2 / quadratic_rate(u * w_debye)


bulk_fraction = (integrate(bulk_integrand, u_cut, 1)
                 / integrate(bulk_integrand, 1e-9, 1))
assert abs(bulk_fraction - (1 - np.sqrt(path_min / cut))) < 1e-6

# An extra constant free path makes the total finite
limited = []
for extra in (cut, 10 * cut):
    total = conductivity(0.0, rate=lambda w: A * w**2 + v / extra)
    assert abs(total / (unit * 0.5 * np.log(1 + extra / path_min)) - 1) < 1e-6
    limited.append(total)

# Quantum heat capacity: finite loss, compared with its small-x series
far = 1e6 * path_min
u_far = low_frequency(far)
x_debye = hbar * w_debye / (kB * temperature)
loss_q = (law(far) - conductivity(u_far, heat=quantum)) / unit
assert abs(loss_q - (x_debye**2 / 24 - x_debye**4 / 960)) < 1e-3
kappa_quantum = conductivity(u_cut, heat=quantum)


# Sine dispersion with zero group velocity at k_debye
def sine_branch(s):
    angle = np.pi * s / 2
    return 2 * w_debye / np.pi * np.sin(angle), v * np.cos(angle)


def sine_conductivity(path):
    def mismatch(s):
        w, speed = sine_branch(s)
        return speed / (A * w**2 * path) - 1

    def integrand(s):
        w, speed = sine_branch(s)
        return 0.5 * kB * s * k_debye**2 / (2 * np.pi) * speed**2 / (A * w**2)
    s_low = brentq(mismatch, 1e-6, 1.0, xtol=1e-14)
    return branches * integrate(integrand, s_low, 1.0) / thickness


loss_s = (law(far) - sine_conductivity(far)) / unit
assert abs(loss_s - (np.log(np.pi / 2) - 1 + np.pi**2 / 8)) < 1e-4
kappa_sine = sine_conductivity(cut)


# Defect scattering with a cubic rate, same frequency window
def defect_rate(w):
    return A * w**2 * (1 + defect_ratio * w / w_debye)


loss_d = (law(far) - conductivity(u_far, rate=defect_rate)) / unit
assert abs(loss_d - np.log(1 + defect_ratio)) < 1e-3
kappa_defect = conductivity(u_cut, rate=defect_rate)

# Hotter operation, scattering coefficient proportional to temperature
hot = 400.0
A_hot = A * hot / temperature
kappa_hot = conductivity(low_frequency(cut, A_hot), rate=lambda w: A_hot * w**2)


# One flexural branch with the same rate law, free paths 100 nm to 1 um
def flexural_wavevector(path):
    def mismatch(s):
        q = k_debye * np.exp(s)
        return np.log(2 * flexural_b * q / (A * (flexural_b * q**2)**2) / path)
    return np.exp(brentq(mismatch, -20, 5, xtol=1e-13))


def flexural_integrand(s):
    q = s * k_debye
    speed, w = 2 * flexural_b * q, flexural_b * q**2
    return 0.5 * kB * q / (2 * np.pi) * speed**2 / (A * w**2) * k_debye


s_long, s_short = flexural_wavevector(cut), flexural_wavevector(cut / 10)
assert s_short < 1
flexural = integrate(flexural_integrand, s_long, s_short) / thickness
flexural_ratio = flexural / (per_decade / branches)
assert abs(flexural_ratio - 8 / 3) < 1e-5

print(f"Lattice constant: {lattice*1e9:.3f} nm")
print(f"Nominal thickness: {thickness*1e9:.2f} nm")
print(f"Sound velocity: {v/1e3:.1f} km/s")
print(f"Scattering coefficient A: {A:.1e} s")
print(f"In-plane branches: {branches}")
print(f"Temperature: {temperature:.0f} K")
print(f"Cell area: {cell_area*1e18:.4f} nm^2")
print(f"Debye wavevector: {k_debye*1e-9:.2f} 1/nm")
print(f"Debye angular frequency: {w_debye*1e-12:.2f} rad/ps")
print(f"Debye temperature: {hbar*w_debye/kB:.0f} K")
print(f"Minimum free path: {path_min*1e9:.3f} nm")
print(f"Shortest wavelength: {2*np.pi/k_debye*1e9:.3f} nm")
print(f"w*tau at Debye frequency: {1/(A*w_debye):.1f}")
print(f"K0, one branch: {kB/(4*np.pi*A)*1e9:.3f} nW/K")
print(f"N*K0/h, both branches: {unit:.3f} W/(m K)")
print(f"Cutoff free path: {cut*1e6:.1f} um")
print(f"Ratio cutoff/minimum: {cut/path_min:.1f}")
print(f"Half logarithm of ratio: {0.5*np.log(cut/path_min):.4f}")
print(f"Angular frequency at cutoff: {u_cut*w_debye*1e-12:.3f} rad/ps")
print(f"Accumulated, law: {kappa:.2f} W/(m K)")
print(f"Accumulated, mode sum: {kappa_modes:.2f} W/(m K)")
for p, value in zip(table_paths, table):
    print(f"Accumulated to {p*1e9:.0f} nm: {value:.2f} W/(m K)")
print(f"Gain per decade of free path: {per_decade:.2f} W/(m K)")
print(f"Free path for twice the 1 um value: {double_path*1e6:.1f} um")
for side, value in boxes:
    print(f"All modes, sheet side {side*1e9:.0f} nm: {value:.2f} W/(m K)")
print(f"Predicted gain per doubled side: {unit*np.log(2):.2f} W/(m K)")
print(f"3D fraction reached at same ratio: {100*bulk_fraction:.1f} %")
print(f"Total, extra path 1 um: {limited[0]:.2f} W/(m K)")
print(f"Total, extra path 10 um: {limited[1]:.2f} W/(m K)")
print(f"Quantum loss, long-path limit: {loss_q:.4f} N*K0/h")
print(f"Sine-dispersion loss, long-path limit: {loss_s:.4f} N*K0/h")
print(f"Defect loss, long-path limit: {loss_d:.4f} N*K0/h")
print(f"To 1 um, quantum heat capacity: {kappa_quantum:.2f} W/(m K)")
print(f"To 1 um, sine dispersion: {kappa_sine:.2f} W/(m K)")
print(f"Defect/quadratic rate at Debye frequency: {defect_ratio:.1f}")
print(f"Same frequency window, defects: {kappa_defect:.2f} W/(m K)")
print(f"To 1 um, at {hot:.0f} K: {kappa_hot:.2f} W/(m K)")
print(f"Flexural coefficient b: {flexural_b*1e6:.1f} nm^2/ps")
print(f"Flexural branch, 100 nm to 1 um: {flexural:.2f} W/(m K)")
print(f"Flexural/one in-plane branch per decade: {flexural_ratio:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Lattice constant: 0.316 nm
Nominal thickness: 0.65 nm
Sound velocity: 5.0 km/s
Scattering coefficient A: 3.0e-16 s
In-plane branches: 2
Temperature: 300 K
Cell area: 0.0865 nm^2
Debye wavevector: 12.05 1/nm
Debye angular frequency: 60.27 rad/ps
Debye temperature: 460 K
Minimum free path: 4.588 nm
Shortest wavelength: 0.521 nm
w*tau at Debye frequency: 55.3
K0, one branch: 3.662 nW/K
N*K0/h, both branches: 11.269 W/(m K)
Cutoff free path: 1.0 um
Ratio cutoff/minimum: 218.0
Half logarithm of ratio: 2.6922
Angular frequency at cutoff: 4.082 rad/ps
Accumulated, law: 30.34 W/(m K)
Accumulated, mode sum: 30.34 W/(m K)
Accumulated to 10 nm: 4.39 W/(m K)
Accumulated to 100 nm: 17.36 W/(m K)
Accumulated to 1000 nm: 30.34 W/(m K)
Accumulated to 10000 nm: 43.31 W/(m K)
Accumulated to 100000 nm: 56.28 W/(m K)
Gain per decade of free path: 12.97 W/(m K)
Free path for twice the 1 um value: 218.0 um
All modes, sheet side 130 nm: 66.85 W/(m K)
All modes, sheet side 261 nm: 74.67 W/(m K)
All modes, sheet side 521 nm: 82.48 W/(m K)
Predicted gain per doubled side: 7.81 W/(m K)
3D fraction reached at same ratio: 93.2 %
Total, extra path 1 um: 30.36 W/(m K)
Total, extra path 10 um: 43.31 W/(m K)
Quantum loss, long-path limit: 0.0927 N*K0/h
Sine-dispersion loss, long-path limit: 0.6853 N*K0/h
Defect loss, long-path limit: 0.4050 N*K0/h
To 1 um, quantum heat capacity: 29.30 W/(m K)
To 1 um, sine dispersion: 22.67 W/(m K)
Defect/quadratic rate at Debye frequency: 0.5
Same frequency window, defects: 26.14 W/(m K)
To 1 um, at 400 K: 23.97 W/(m K)
Flexural coefficient b: 0.7 nm^2/ps
Flexural branch, 100 nm to 1 um: 17.30 W/(m K)
Flexural/one in-plane branch per decade: 2.6667
ALL CHECKS PASSED
```
